# Power broadening and the linewidth left by a sech pulse: test program

```python
# Result under test: a two-state system with constant detuning Delta, driven by
# the Rabi frequency Omega(t) = Omega0 sech(t/T), ends with excited population
#     P = sin^2(A/2) sech^2(pi Delta T/2),   A = pi Omega0 T,
# so its detuning width at fixed T does not depend on the pulse area A.
# Gaussian pulse: Omega0 exp(-t^2/T^2); rectangular pulse: duration tau.
# Numerical work uses T = 1 (tau = 1); rotating-wave approximation, no decay.
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import expm
from scipy import constants as const


def sech(t):
    return 1 / np.cosh(t)


def gauss(t):
    return np.exp(-t * t)


def propagate(envelope, peaks, detunings, start, stop, steps):
    """Excited population at time stop; rows: peak Rabi frequencies."""
    h = (stop - start) / steps
    peaks = np.asarray(peaks, float)[:, None]
    det = np.asarray(detunings, float)[None, :]
    ground = np.ones((peaks.shape[0], det.shape[1]), complex)
    excited = np.zeros_like(ground)
    for k in range(steps):
        rabi = peaks * envelope(start + (k + 0.5) * h)
        w = np.sqrt(rabi**2 + det**2)
        c = np.cos(w * h / 2)
        s = 1j * np.sin(w * h / 2) / w
        sd, sr = s * det, s * rabi
        ground, excited = ((c + sd) * ground - sr * excited,
                           (c - sd) * excited - sr * ground)
    return np.abs(excited)**2


def full_width(det, prob):
    """Twice the largest detuning where prob is half its resonance value."""
    level = prob[0] / 2
    k = np.flatnonzero(prob >= level)[-1]
    assert k < len(det) - 1
    frac = (prob[k] - level) / (prob[k] - prob[k + 1])
    return 2 * (det[k] + frac * (det[k + 1] - det[k]))


def action(envelope, peak, det, t_c):
    """Integral of sqrt(det^2+Omega^2) from 0 to the complex zero t_c."""
    def split(t):
        return np.sqrt(det**2 + (peak * envelope(t))**2 + 0j)
    x, y = t_c.real, t_c.imag
    flat = quad(lambda u: split(u).real, 0, x)[0]
    up_re = quad(lambda v: split(x + 1j * v).real, 0, y)[0]
    up_im = quad(lambda v: split(x + 1j * v).imag, 0, y)[0]
    return flat + 1j * (up_re + 1j * up_im)


# Final sech profiles; the midpoint steps have an error of order h^2 Omega0
units_of_pi = np.array([1, 5, 21, 0.5, 2])
det = np.linspace(0, 3, 301)
final = propagate(sech, units_of_pi, det, -20, 20, 20000)
formula = (np.sin(np.pi * units_of_pi / 2)**2)[:, None] \
    * sech(np.pi * det / 2)**2
worst = np.max(np.abs(final - formula))
assert worst < 5e-5
width_formula = 4 / np.pi * np.arccosh(np.sqrt(2))
sech_widths = [full_width(det, final[j]) for j in range(4)]
assert np.allclose(sech_widths, width_formula, atol=5e-4)
null_max = final[4].max()
assert null_max < 5e-5

# Weak-pulse limit: Fourier transform of the envelope
for d in (0.0, 0.7, 2.0):
    ft = quad(lambda t: sech(t) * np.cos(d * t), -40, 40, limit=200)[0]
    assert abs(ft - np.pi * sech(np.pi * d / 2)) < 1e-7

# Gauss sum for the final ground amplitude against propagation
for row, area in enumerate(units_of_pi[[0, 1]]):
    a, c = mp.mpf(area) / 2, mp.mpc(0.5, 0.5)
    amp = mp.gamma(c)**2 * mp.rgamma(c - a) * mp.rgamma(c + a)
    assert abs(1 - abs(amp)**2 - final[row, 100]) < 5e-5

# Population at the pulse centre: hypergeometric solution, adiabatic limit
odd = units_of_pi[:3]
det_mid = np.linspace(0, 16, 801)
middle = propagate(sech, odd, det_mid, -20, 0, 10000)
for row, area in enumerate(odd):
    for k in (50, 150):
        c = mp.mpc(0.5, det_mid[k] / 2)
        amp = mp.hyp2f1(area / 2, -area / 2, c, 0.5)
        assert abs(1 - abs(amp)**2 - middle[row, k]) < 5e-5
mid_widths = [full_width(det_mid, p) for p in middle]
mid_limit = 2 * odd[2] / np.sqrt(3)
assert abs(mid_widths[2] / mid_limit - 1) < 0.01
mid_adiabatic = 0.5 * (1 - 3 / np.hypot(3, odd[2]))
assert abs(middle[2, 150] - mid_adiabatic) < 0.02

# Gaussian pulses of the same areas
gauss_peaks = odd * np.sqrt(np.pi)
det_g = np.linspace(0, 4, 401)
final_g = propagate(gauss, gauss_peaks, det_g, -6, 6, 6000)
gauss_widths = [full_width(det_g, p) for p in final_g]
assert gauss_widths[2] > 1.15 * gauss_widths[0]

# Rectangular pulses: Rabi formula checked with matrix exponentials


def rabi_formula(peak, d):
    w2 = peak**2 + d**2
    return peak**2 / w2 * np.sin(np.sqrt(w2) / 2)**2


for peak, d in ((np.pi, 1.3), (5 * np.pi, 9.0), (21 * np.pi, 40.0)):
    ham = 0.5 * np.array([[-d, peak], [peak, d]])
    assert abs(abs(expm(-1j * ham)[1, 0])**2 - rabi_formula(peak, d)) < 1e-10
det_r = np.linspace(0, 90, 90001)
rect_widths = [full_width(det_r, rabi_formula(np.pi * m, det_r)) for m in odd]
assert rect_widths[2] > 10 * rect_widths[0]

# Complex-time actions: power enters only the phase for sech
d0 = 1.5
sech_actions, gauss_actions = [], []
for m, peak_g in zip(odd[1:], gauss_peaks[1:]):
    D = action(sech, m, d0, np.arcsinh(m / d0) + 0.5j * np.pi)
    assert abs(D - (np.pi * m / 2 + 0.5j * np.pi * d0)) < 1e-6
    sech_actions.append(D)
    t_c = np.sqrt(np.log(peak_g / d0) + 0.5j * np.pi)
    gauss_actions.append(action(gauss, peak_g, d0, t_c))
assert gauss_actions[1].imag < 0.95 * gauss_actions[0].imag
d_wing = 4.0
t_c = np.sqrt(np.log(gauss_peaks[2] / d_wing) + 0.5j * np.pi)
D = action(gauss, gauss_peaks[2], d_wing, t_c)
wing_estimate = np.sin(D.real)**2 * sech(D.imag)**2
wing_computed = final_g[2, -1]
# the estimate leaves out the more distant complex zeros
assert abs(wing_estimate / wing_computed - 1) < 0.2

# Worked example in atomic units
T = 40000.0
au_time = const.physical_constants["atomic unit of time"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
print(f"pulse time T = {T:.0f} a.u. = {T * au_time * 1e12:.4f} ps")
for m in odd:
    print(f"area {m:.0f} pi: peak Rabi frequency = {m / T:.3e} hartree")
print(f"sech FWHM, formula = {width_formula:.4f} /T")
print(f"sech FWHM, formula = {width_formula / T:.4e} hartree")
print(f"sech FWHM, formula = {width_formula / T * hartree_ev * 1e3:.4f} meV")
for m, w in zip(units_of_pi[:4], sech_widths):
    print(f"sech, area {m:g} pi: propagated FWHM = {w:.4f} /T")
print(f"largest |propagated P - formula P| = {worst:.1e}")
print(f"sech, area 2 pi: largest P over detunings = {null_max:.1e}")
for j in range(4):
    print(f"sech, area {units_of_pi[j]:g} pi, Delta T = {det[100]:.0f}: "
          f"P = {final[j, 100]:.5f}, formula {formula[j, 100]:.5f}")
for j, m in enumerate(odd):
    print(f"area {m:.0f} pi: Gaussian full width = {gauss_widths[j]:.3f} /T")
    print(f"area {m:.0f} pi: rectangle full width = {rect_widths[j]:.3f} /tau")
    print(f"area {m:.0f} pi: sech mid-pulse width = {mid_widths[j]:.3f} /T")
print(f"area 21 pi: adiabatic mid-pulse width = {mid_limit:.3f} /T")
print(f"area 21 pi, Delta T = {det_mid[150]:.0f}: mid-pulse population = "
      f"{middle[2, 150]:.4f}, adiabatic {mid_adiabatic:.4f}")
print(f"area 21 pi, Delta T = {det[300]:.0f}: final population = "
      f"{final[2, 300]:.2e}, formula {formula[2, 300]:.2e}")
for m, Ds, Dg in zip(odd[1:], sech_actions, gauss_actions):
    print(f"area {m:.0f} pi, Delta T = {d0}: sech Re D = {Ds.real:.4f}, "
          f"Im D = {Ds.imag:.4f}")
    print(f"area {m:.0f} pi, Delta T = {d0}: Gaussian Re D = {Dg.real:.4f}, "
          f"Im D = {Dg.imag:.4f}")
print(f"Gaussian, area 21 pi, Delta T = {d_wing:.0f}: P = "
      f"{wing_computed:.4f}, semiclassical {wing_estimate:.4f}")
print("every check passed")
```

Output:

```
pulse time T = 40000 a.u. = 0.9676 ps
area 1 pi: peak Rabi frequency = 2.500e-05 hartree
area 5 pi: peak Rabi frequency = 1.250e-04 hartree
area 21 pi: peak Rabi frequency = 5.250e-04 hartree
sech FWHM, formula = 1.1222 /T
sech FWHM, formula = 2.8055e-05 hartree
sech FWHM, formula = 0.7634 meV
sech, area 1 pi: propagated FWHM = 1.1222 /T
sech, area 5 pi: propagated FWHM = 1.1222 /T
sech, area 21 pi: propagated FWHM = 1.1222 /T
sech, area 0.5 pi: propagated FWHM = 1.1222 /T
largest |propagated P - formula P| = 7.7e-08
sech, area 2 pi: largest P over detunings = 6.3e-15
sech, area 1 pi, Delta T = 1: P = 0.15883, formula 0.15883
sech, area 5 pi, Delta T = 1: P = 0.15883, formula 0.15883
sech, area 21 pi, Delta T = 1: P = 0.15883, formula 0.15883
sech, area 0.5 pi, Delta T = 1: P = 0.07942, formula 0.07942
area 1 pi: Gaussian full width = 2.227 /T
area 1 pi: rectangle full width = 5.018 /tau
area 1 pi: sech mid-pulse width = 1.858 /T
area 5 pi: Gaussian full width = 3.196 /T
area 5 pi: rectangle full width = 31.225 /tau
area 5 pi: sech mid-pulse width = 5.937 /T
area 21 pi: Gaussian full width = 4.034 /T
area 21 pi: rectangle full width = 126.802 /tau
area 21 pi: sech mid-pulse width = 24.290 /T
area 21 pi: adiabatic mid-pulse width = 24.249 /T
area 21 pi, Delta T = 3: mid-pulse population = 0.4295, adiabatic 0.4293
area 21 pi, Delta T = 3: final population = 3.23e-04, formula 3.23e-04
area 5 pi, Delta T = 1.5: sech Re D = 7.8540, Im D = 2.3562
area 5 pi, Delta T = 1.5: Gaussian Re D = 8.1292, Im D = 0.7745
area 21 pi, Delta T = 1.5: sech Re D = 32.9867, Im D = 2.3562
area 21 pi, Delta T = 1.5: Gaussian Re D = 33.1385, Im D = 0.6158
Gaussian, area 21 pi, Delta T = 4: P = 0.0669, semiclassical 0.0579
every check passed
```
